\section*{Depth variance of a tilted ion implant, with an arsenic example, part 1}

(Sections cited here and not found follow in the second part.)

\section{The ion cloud and its spread in depth}

A narrow beam of ions enters a flat solid at one point. Each ion loses energy in many collisions and stops somewhere below the surface. The stopping points of many such ions form a cloud. At normal incidence the spread of the cloud along the beam is also its spread in depth. If the wafer is tilted, the beam direction and the depth direction differ, and both the spread along the beam and the spread across it can affect the depth profile. The problem is to find out how.

Let $\theta$ be the tilt, the angle between the beam and the inward surface normal, with $0\le\theta<90^\circ$. Place the origin at the entry point. In coordinates attached to the beam, a stopping point is $(s,u,v)$: $s$ is measured along the beam, $u$ across it in the plane of incidence (the plane that contains the beam and the normal), and $v$ across it at right angles to that plane. Angle brackets denote an average over the ions. The cloud has
\begin{equation}
\langle s\rangle=R_p,\qquad \langle u\rangle=\langle v\rangle=0,
\end{equation}
\begin{equation}
\langle (s-R_p)^2\rangle=\sigma_p^2,\qquad
\langle u^2\rangle=\langle v^2\rangle=\sigma_t^2 .
\end{equation}
Here $R_p$ is the mean range measured along the beam, $\sigma_p$ the longitudinal straggle and $\sigma_t$ the transverse straggle. Each straggle is a standard deviation along one axis; in particular, $\sigma_t$ is not the radial spread $\sqrt{\langle u^2+v^2\rangle}$, which is $\sqrt2\,\sigma_t$.

Two assumptions hold until they are examined. First, tilting the beam turns the cloud rigidly: $R_p$, $\sigma_p$ and $\sigma_t$ do not depend on $\theta$. Second, the solid is treated as if it also filled the space above the surface, so that no ion is lost by leaving it. The second assumption is reasonable if little of the cloud lies above the surface.

\subsection*{(a) From beam axes to wafer axes}

Let $z$ be the depth, positive into the wafer, and let $x$ run along the surface in the plane of incidence, positive towards the side to which the beam travels. Express $x$ and $z$ in terms of $s$ and $u$, and invert the relations.

\paragraph{Solution.} The beam makes an angle $\theta$ with the $z$ axis and leans towards positive $x$. In components $(x,z)$, the unit vector along it is
\begin{equation}
\mathbf e_s=(\sin\theta,\ \cos\theta).
\end{equation}
A unit vector in the same plane and perpendicular to the beam is
\begin{equation}
\mathbf e_u=(\cos\theta,\ -\sin\theta),
\end{equation}
because $\mathbf e_s\cdot\mathbf e_u=\sin\theta\cos\theta-\cos\theta\sin\theta=0$ and $\cos^2\theta+\sin^2\theta=1$. The opposite choice of sign would serve equally well; this one makes positive $u$ point towards the surface. The $v$ axis is perpendicular to the plane of incidence. It is therefore parallel to the surface, and $v$ contributes nothing to $x$ or $z$.

The stopping point in the plane is $s\,\mathbf e_s+u\,\mathbf e_u$. Its components are
\begin{align}
x&=s\sin\theta+u\cos\theta, \label{x}\\
z&=s\cos\theta-u\sin\theta. \label{z}
\end{align}
To recover $s$, multiply the first line by $\sin\theta$, the second by $\cos\theta$, and add:
\begin{align}
x\sin\theta+z\cos\theta
&=s(\sin^2\theta+\cos^2\theta)+u(\cos\theta\sin\theta-\sin\theta\cos\theta)\nonumber\\
&=s .
\end{align}
To recover $u$, multiply the first by $\cos\theta$, the second by $\sin\theta$, and subtract:
\begin{align}
x\cos\theta-z\sin\theta
&=s(\sin\theta\cos\theta-\cos\theta\sin\theta)+u(\cos^2\theta+\sin^2\theta)\nonumber\\
&=u .
\end{align}

\subsection*{(b) Mean and variance of the depth}

Let $C=\langle(s-R_p)u\rangle$ be the covariance of the two beam coordinates. Find the mean and the variance of $z$ for any $C$, and then for an uncorrelated cloud, $C=0$. Which properties of the Gaussian distribution does the calculation use?

\paragraph{Solution.} The average of a sum is the sum of the averages. From (\ref{z}),
\begin{equation}
\langle z\rangle=\langle s\rangle\cos\theta-\langle u\rangle\sin\theta=R_p\cos\theta .
\label{mean}
\end{equation}
Subtracting this from (\ref{z}) gives the deviation of one ion from the mean depth,
\begin{equation}
z-\langle z\rangle=(s-R_p)\cos\theta-u\sin\theta .
\end{equation}
Its square has three terms:
\begin{equation}
(z-\langle z\rangle)^2=(s-R_p)^2\cos^2\theta+u^2\sin^2\theta
-2(s-R_p)u\sin\theta\cos\theta .
\end{equation}
The angle is the same for all the ions, so the trigonometric factors can be taken outside the average:
\begin{equation}
\sigma_z^2\equiv\langle(z-\langle z\rangle)^2\rangle
=\sigma_p^2\cos^2\theta+\sigma_t^2\sin^2\theta-2C\sin\theta\cos\theta .
\label{general}
\end{equation}
For an uncorrelated cloud the last term vanishes, and
\begin{equation}
\boxed{\ \sigma_z^2=\sigma_p^2\cos^2\theta+\sigma_t^2\sin^2\theta\ }
\label{main}
\end{equation}
The minus sign in $z=s\cos\theta-u\sin\theta$ has disappeared from the transverse term because that term is squared. It survives in the covariance term, where reversing the $u$ axis would also reverse the sign of $C$ and leave the product unchanged.

No property peculiar to the Gaussian was used. The variance law needs finite second moments and $C=0$, whatever the shape of the cloud. The Gaussian form will matter for the shape of the depth profile.

Two extreme clouds show what the terms mean. If $\sigma_t=0$, the cloud is a needle along the beam, and its depth spread is the projection $\sigma_p\cos\theta$. If $\sigma_p=0$, it is a flat disc perpendicular to the beam. At normal incidence all points of the disc lie at one depth; when the beam is tilted, one side of the disc rises and the other sinks, and the depth spread is $\sigma_t\sin\theta$. A real cloud has both spreads. Being uncorrelated, they add as variances.

The size of the covariance term can be seen from a cloud with $\sigma_p=25$~nm, $\sigma_t=18$~nm and $\theta=30^\circ$. Without correlation, (\ref{main}) gives $549.75$~nm$^2$. With a correlation coefficient of $0.3$, $C=0.3\times25\times18=135$~nm$^2$, and the last term of (\ref{general}) is $-2\times135\times0.5\times0.8660=-116.9$~nm$^2$. The variance falls to $432.8$~nm$^2$. Direct numerical integration over a correlated Gaussian cloud gives the same value. The condition $C=0$ therefore needs a physical reason.

\subsection*{(c) Why the cloud is uncorrelated}

Show that $C=0$ in an amorphous, isotropic solid. Does this make $s$ and $u$ independent? Name situations in which the argument fails.

\paragraph{Solution.} In an isotropic solid without a surface, the beam is the one direction that is singled out. Turning the whole system about the beam changes nothing in the statistics of the collisions. Take a half turn. It leaves $s$ alone and sends $(u,v)$ to $(-u,-v)$. The average of $(s-R_p)u$ must be the same before and after, so
\begin{equation}
C=\langle(s-R_p)u\rangle=\langle(s-R_p)(-u)\rangle=-C ,
\end{equation}
and hence $2C=0$. The same half turn gives $\langle u\rangle=-\langle u\rangle=0$. A quarter turn carries the $u$ axis into the $v$ axis, which is why both transverse directions have the same straggle.

Symmetry removes the average of $(s-R_p)u$, but it does not forbid $u^2$ from depending on $s$. Ions that travel further along the beam may, for instance, be spread more widely across it. Such a cloud is uncorrelated without being independent, and (\ref{main}) still holds for it. For a joint Gaussian, by contrast, zero covariance does imply independence, because the exponent then splits into a part with $s$ and a part with $u$.

A simple model of random flights tests this reasoning without assuming a Gaussian. Each of $200\,000$ particles makes 12 straight flights. The lengths are drawn from an exponential distribution of mean 1. Between flights the direction bends by a small random angle (a Rayleigh distribution of scale $0.1$~rad), equally likely towards all sides. The model is not meant to represent a particular ion; it shares with the real process the isotropy of the medium.

At normal incidence the variances came out as $11.012$ along the beam and $5.103$ across it, in squared mean free paths. The distribution along the beam had a skewness of $0.597$, whereas a Gaussian has zero. The correlation coefficient of $s$ with $u$ was $0.0025$. This is comparable with $1/\sqrt{200\,000}=0.0022$, the sampling error of a vanishing correlation between independent coordinates; the dependence described next raises that error only slightly. The correlation of $s$ with $u^2$ was $0.227$, so the coordinates were indeed dependent.

A separate run was then started with the beam tilted by $50^\circ$. The first run and (\ref{main}) predict a depth variance of
\begin{equation}
11.012\cos^2 50^\circ+5.103\sin^2 50^\circ=4.550+2.995=7.545 ,
\end{equation}
and the tilted run gave $7.591$, which is $0.6\%$ above the prediction. For Gaussian samples of this size, the relative standard error of one variance is $\sqrt{2/200\,000}=0.3\%$. Since two independent runs are compared, and these clouds are not Gaussian, a difference of $0.6\%$ is of the size that sampling can produce.

The symmetry argument fails when something other than the beam singles out a direction:
\begin{itemize}
\item In a crystal, rows and planes of atoms can steer ions along directions that are fixed in the wafer.
\item In a stack of different materials, the interfaces are fixed in the wafer too. A tilted beam meets them at an angle, and ions on the two sides of the beam axis cross them after different distances.
\item Near the surface, ions on one side of the axis can escape more easily than those on the other.
\end{itemize}
In each case both $C=0$ and the rigid turning of the cloud become doubtful, and the tilted implant has to be calculated or measured in its own right.

\subsection*{(d) Lateral spread and dependence on tilt}

Find the variance of $x$ and the covariance of $x$ with $z$ for $C=0$. How does $\sigma_z$ change with tilt, and when does it not change at all?

\paragraph{Solution.} From (\ref{x}), $\langle x\rangle=R_p\sin\theta$ and
\begin{equation}
x-\langle x\rangle=(s-R_p)\sin\theta+u\cos\theta .
\end{equation}
Squaring and averaging, with $C=0$, gives
\begin{equation}
\sigma_x^2=\sigma_p^2\sin^2\theta+\sigma_t^2\cos^2\theta .
\label{sx}
\end{equation}
The covariance is the average of the product of the two deviations:
\begin{align}
K&=\langle[(s-R_p)\sin\theta+u\cos\theta]\,[(s-R_p)\cos\theta-u\sin\theta]\rangle\nonumber\\
&=\sigma_p^2\sin\theta\cos\theta-\sigma_t^2\sin\theta\cos\theta
+C(\cos^2\theta-\sin^2\theta)\nonumber\\
&=(\sigma_p^2-\sigma_t^2)\sin\theta\cos\theta .
\label{K}
\end{align}
Thus a cloud that is uncorrelated in beam coordinates is in general correlated in wafer coordinates. If $\sigma_p>\sigma_t$, then $K>0$ for a tilted beam: the cloud is elongated along the beam, and the deeper ions tend to lie further along the surface in the direction of travel.

Adding (\ref{main}) and (\ref{sx}) gives
\begin{equation}
\sigma_x^2+\sigma_z^2=\sigma_p^2+\sigma_t^2 ,
\end{equation}
so, for a given cloud, what tilting takes from the depth variance it adds to the lateral variance.

For the dependence on tilt, put $\sin^2\theta=1-\cos^2\theta$ in (\ref{main}):
\begin{equation}
\sigma_z^2=\sigma_t^2+(\sigma_p^2-\sigma_t^2)\cos^2\theta .
\label{interp}
\end{equation}
As $\theta$ grows from zero, $\cos^2\theta$ falls from 1 towards 0, and $\sigma_z$ moves steadily from $\sigma_p$ towards $\sigma_t$. Tilt narrows the profile if $\sigma_p>\sigma_t$ and broadens it if $\sigma_p<\sigma_t$. If $\sigma_p=\sigma_t$, the width does not depend on tilt, although the mean depth still does. The limit $\theta\to90^\circ$ is formal: the mean depth tends to zero there, half of a symmetric cloud would lie above the surface, and the second assumption of the problem breaks down.

For small tilts, $\cos^2\theta\approx1-\theta^2$ with $\theta$ in radians, so $\sigma_z^2\approx\sigma_p^2-(\sigma_p^2-\sigma_t^2)\theta^2$. Taking the root to first order in $\theta^2$,
\begin{equation}
\sigma_z\approx\sigma_p-\frac{\sigma_p^2-\sigma_t^2}{2\sigma_p}\,\theta^2 .
\label{small}
\end{equation}
The change is of second order in the tilt. If the two straggles are of comparable size, a tilt of a few degrees therefore has little effect on the width.

\section{The depth profile and an arsenic halo implant}

The second half uses the following from the first. The tilt is $\theta$; $s$ and $u$ are the coordinates along and across the beam, $x$ and $z$ those along the surface and into the wafer, with
\begin{equation}
s=x\sin\theta+z\cos\theta,\qquad u=x\cos\theta-z\sin\theta .
\label{inv}
\end{equation}
The cloud has mean range $R_p$, longitudinal straggle $\sigma_p$, transverse straggle $\sigma_t$ and no covariance between $s$ and $u$. Its mean position is $\langle x\rangle=R_p\sin\theta$, $\langle z\rangle=R_p\cos\theta$. Its variances are $\sigma_z^2=\sigma_p^2\cos^2\theta+\sigma_t^2\sin^2\theta$ and $\sigma_x^2=\sigma_p^2\sin^2\theta+\sigma_t^2\cos^2\theta$, and the covariance of $x$ and $z$ is $K=(\sigma_p^2-\sigma_t^2)\sin\theta\cos\theta$.

For a cloud with no covariance between $s$ and $u$, the depth variance is $\sigma_p^2\cos^2\theta+\sigma_t^2\sin^2\theta$, whether or not the cloud is Gaussian. It remains to find the depth profile of a Gaussian cloud and the concentration under a broad beam, to work out an arsenic implant in numbers, and to estimate what the model leaves out.
